# The transformed fraction at the peak of site-saturated Avrami crystallization: test program

```python
# RESULT UNDER TEST: site-saturated Avrami crystallization, X = 1 - exp(-theta^n),
# theta = integral of k dt, k = k0 exp(-E/(kB T)), T rising at constant rate,
# has its maximum dX/dt at X_p = 1 - 1/e - 2/(e n u) + O(1/u^2), u = E/(kB T_peak).
# Exact peak condition: n theta^n = n - 1 + q(u), q(u) = u exp(u) E2(u),
# where E2 is the exponential integral of order two.
# Extended fraction: -ln(1-X). Temperatures in K, energies in eV, lengths in nm.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import expn

kB = constants.k / constants.e
LIMIT = 1 - np.exp(-1)


def q_function(u):
    return u * np.exp(u) * expn(2, u)


def find_peak(coordinate, extended):
    """Locate the maximum slope of X by numerical differentiation only."""
    fraction = CubicSpline(coordinate, -np.expm1(-extended))
    rate = fraction(coordinate, 1)
    i = int(np.argmax(rate))
    rate_spline = CubicSpline(coordinate, rate)
    position = brentq(lambda z: float(rate_spline(z, 1)),
                      coordinate[i - 2], coordinate[i + 2], xtol=1e-14)
    return position, float(fraction(position)), rate


# --- Random sites: is the transformed fraction 1 - exp(-g N R^d)? ---
rng = np.random.default_rng(12)
site_count = 40000
geometry_error = {}
for dim, g in ((1, 2.0), (2, np.pi), (3, 4 * np.pi / 3)):
    tree = cKDTree(rng.random((site_count, dim)), boxsize=1.0)
    distance = tree.query(rng.random((100000, dim)))[0]
    scaled = np.linspace(0.1, 2.0, 25)
    radii = scaled / (g * site_count) ** (1 / dim)
    covered = np.array([np.mean(distance < r) for r in radii])
    geometry_error[dim] = np.max(np.abs(covered + np.expm1(-scaled ** dim)))
    # sampling noise of sites and probe points is a few parts in a thousand
    assert geometry_error[dim] < 0.012

# --- q(u): integral representation, bounds and growth with u ---
previous_q = 0.0
for u in (0.3, 1.0, 5.0, 20.0, 80.0, 160.0):
    q_integral = quad(lambda w: np.exp(-w) / (1 + w / u) ** 2, 0, np.inf,
                      epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(q_integral - q_function(u)) < 1e-8
    assert 2 / u - 6 / u**2 <= 1 - q_integral <= 2 / u
    assert q_integral > previous_q
    previous_q = q_integral


# --- Heating curves in the reduced temperature tau = kB T / E ---
def heating_case(n, u_ref):
    """Direct peak and peak-equation result; theta = 1 at u = u_ref."""
    tau = np.linspace(0.6, 1.4, 20001) / u_ref

    def arrhenius(s):
        return np.exp(u_ref - 1 / s)

    before = quad(arrhenius, 0, tau[0], epsabs=0, epsrel=1e-10, limit=300)[0]
    integral = before + CubicSpline(tau, arrhenius(tau)).antiderivative()(tau)
    amplitude = 1 / integral[10000]
    tau_peak, x_direct, rate = find_peak(tau, (amplitude * integral) ** n)
    # one maximum only, judged where the rate is well above rounding noise
    visible = rate[rate > 1e-4 * rate.max()]
    turns = np.count_nonzero(np.diff(np.sign(np.diff(visible))))
    assert turns == 1

    def theta(u):
        return amplitude * np.exp(u_ref) * expn(2, u) / u

    u_eq = brentq(lambda u: n * theta(u) ** n - (n - 1) - q_function(u),
                  0.72 * u_ref, 1.6 * u_ref, xtol=1e-12)
    x_equation = 1 - np.exp(-1 + (1 - q_function(u_eq)) / n)
    return 1 / tau_peak, x_direct, u_eq, x_equation


exponents = (0.5, 1, 2, 3, 4)
u_refs = (5, 20, 80, 160)
table = {}
worst_difference = 0.0
for n in exponents:
    for u_ref in u_refs:
        u_peak, x_peak, u_eq, x_eq = heating_case(n, u_ref)
        table[n, u_ref] = x_peak
        worst_difference = max(worst_difference, abs(x_peak - x_eq))
        # third-order error of the differentiated spline is below this
        assert abs(x_peak - x_eq) < 5e-6
        assert abs(u_peak / u_eq - 1) < 1e-5
        deficit = LIMIT - x_peak
        assert 0 < deficit < np.expm1(2 / (n * u_peak)) / np.e
        if u_ref >= 20:
            ratio = deficit * np.e * n * u_peak / 2
            assert abs(ratio - 1) < 4 / u_peak

# --- Worked example: thin growth-dominated phase-change film ---
E = 2.9                  # growth activation energy, eV
T_ref, v_ref = 430.0, 1.0  # K, nm/s
site_density = 1e-6      # nm^-2, equal to 1 per square micrometre
beta = 10 / 60           # K/s
thickness = 30.0         # nm
T_start = 300.0
T = np.linspace(T_start, 520, 11001)


def velocity(temp):
    return v_ref * np.exp(E / kB * (1 / T_ref - 1 / temp))


def grown_radius(speed):
    return CubicSpline(T, speed / beta).antiderivative()(T)


def check_curvature(extended, T_peak, x_peak):
    """Peak condition: extended fraction = 1 + y''/y'^2, y = ln(extended)."""
    near = np.abs(T - T_peak) < 10
    y = CubicSpline(T[near], np.log(extended[near]))
    predicted = 1 + y(T_peak, 2) / y(T_peak, 1) ** 2
    assert abs(-np.log(1 - x_peak) - predicted) < 1e-4


radius = grown_radius(velocity(T))
theta_film = np.sqrt(np.pi * site_density) * radius
example = {}
for n in (1, 2, 3):
    Tp_n, xp_n, rate_n = find_peak(T, theta_film ** n)
    check_curvature(theta_film ** n, Tp_n, xp_n)
    u_n = E / (kB * Tp_n)
    x_formula = 1 - np.exp(-1 + (1 - q_function(u_n)) / n)
    assert abs(xp_n - x_formula) < 1e-5
    example[n] = (Tp_n, xp_n, rate_n.max() * beta)
Tp, xp, max_rate = example[2]
u_p = E / (kB * Tp)
q_p = q_function(u_p)
r_p = float(CubicSpline(T, radius)(Tp))
v_p = velocity(Tp)
k_p = np.sqrt(np.pi * site_density) * v_p
theta_p = np.sqrt(np.pi * site_density) * r_p
assert abs(k_p / (beta * E / (kB * Tp**2) * theta_p / q_p) - 1) < 1e-5
x_leading = LIMIT - 2 / (np.e * 2 * u_p)
assert abs(x_leading - xp) < 5 / u_p**2
T_kissinger = brentq(lambda z: np.sqrt(np.pi * site_density) * velocity(z)
                     * kB * z**2 / (beta * E) - 1, 350, 515)
assert abs(T_kissinger - Tp) < 0.3
assert abs(T_kissinger - example[1][0]) < 1e-3  # exact for n = 1

# --- Effects left out of the model, sized for the same film ---
# Driving force: rough heat of fusion (eV per atom) and melting point (K).
H_fusion, T_melt = 0.15, 810.0


def driving_factor(temp):
    return -np.expm1(-H_fusion * (1 - temp / T_melt) / (kB * temp))


r_drive = grown_radius(velocity(T) * driving_factor(T) / driving_factor(T_ref))
ext_drive = np.pi * site_density * r_drive**2
# Activation energy falling linearly with temperature: trial slope in eV/K.
E_slope = 0.02
log_change = -E_slope / kB * (np.log(T / T_ref) + T_ref / T - 1)
r_fall = grown_radius(velocity(T) * np.exp(log_change))
ext_fall = np.pi * site_density * r_fall**2
# Nucleation during heating: as many new sites by T_peak as old ones (trial).
E_nucleation = 3.0
birth = np.exp(E_nucleation / kB * (1 / Tp - 1 / T))
born = CubicSpline(T, birth).antiderivative()
birth = birth * site_density / float(born(Tp))
M0, M1, M2 = [CubicSpline(T, birth * radius**j).antiderivative()(T)
              for j in (0, 1, 2)]
ext_new = theta_film**2 + np.pi * (radius**2 * M0 - 2 * radius * M1 + M2)
neglected = {}
for name, ext in (("driving force", ext_drive), ("falling E", ext_fall),
                  ("new nuclei", ext_new)):
    T_mod, x_mod, unused_rate = find_peak(T, ext)
    check_curvature(ext, T_mod, x_mod)
    neglected[name] = (T_mod, x_mod)
# Growth before the start of the ramp, had it begun at absolute zero.
u_start = E / (kB * T_start)
start_share = (expn(2, u_start) / u_start) / (expn(2, u_p) / u_p)
assert start_share < 1e-6
thickness_share = thickness**2 / (12 * r_p**2)
# Latent heat and lag: rough heat release, atom density and glass data.
H_crystal, atoms_per_nm3 = 0.05, 30.0
glass_m, glass_conductivity, glass_diffusivity = 1e-3, 1.0, 5e-7
heat_flux = (H_crystal * constants.e * atoms_per_nm3 * 1e27
             * thickness * 1e-9 * max_rate)
latent_rise = heat_flux * glass_m / glass_conductivity
thermal_lag = beta * glass_m**2 / (2 * glass_diffusivity)
cell_side = 100.0

print(f"Limit 1-1/e: {LIMIT:.5f}")
for dim in (1, 2, 3):
    print(f"Random sites, d={dim}, largest error in X: {geometry_error[dim]:.4f}")
print("X at peak; columns: E/(kB T) where theta=1 is", *u_refs)
for n in exponents:
    print(f"  n={n}:", *[f"{table[n, u]:.5f}" for u in u_refs])
print(f"Largest |direct - peak equation| in X: {worst_difference:.1e}")
print(f"Input activation energy: {E:.2f} eV")
print(f"Input growth velocity at {T_ref:.0f} K: {v_ref:.1f} nm/s")
print(f"Input site density: {site_density * 1e6:.1f} per um^2")
print(f"Input heating rate: {beta * 60:.1f} K/min; start: {T_start:.0f} K")
print(f"Input film thickness: {thickness:.0f} nm")
for n in (1, 2, 3):
    print(f"Film, n={n}: T_peak {example[n][0]:.2f} K, X_peak {example[n][1]:.5f}")
print(f"Film n=2, u=E/(kB T_peak): {u_p:.2f}")
print(f"Film n=2, q(u): {q_p:.5f}")
print(f"Film n=2, extended fraction at peak: {theta_p**2:.5f}")
print(f"Film n=2, X_peak from leading correction: {x_leading:.5f}")
print(f"Film n=2, deficit 1-1/e-X_peak: {LIMIT - xp:.5f}")
print(f"Film n=2, upper bound of deficit: {np.expm1(1 / u_p) / np.e:.5f}")
print(f"Kissinger peak temperature: {T_kissinger:.2f} K")
print(f"Temperature scale kB T_peak^2/E: {kB * Tp**2 / E:.2f} K")
print(f"Growth velocity at peak: {v_p:.2f} nm/s")
print(f"Rate constant k at peak: {k_p:.5f} 1/s")
print(f"Free-growth radius at peak: {r_p:.1f} nm")
print(f"Largest dX/dt: {max_rate:.5f} 1/s")
print(f"Input heat of fusion: {H_fusion:.2f} eV/atom; melting: {T_melt:.0f} K")
print(f"Input fall of activation energy: {E_slope:.3f} eV/K")
print(f"Input nucleation activation energy: {E_nucleation:.1f} eV")
for name, (T_mod, x_mod) in neglected.items():
    print(f"With {name}: T_peak {T_mod:.2f} K, X {x_mod:.5f}, shift {x_mod - xp:+.5f}")
print(f"Share of theta omitted below start: {start_share:.1e}")
print(f"Relative thickness correction h^2/(12 R^2): {thickness_share:.1e}")
print(f"Input heat release: {H_crystal:.2f} eV/atom; {atoms_per_nm3:.0f} atoms/nm^3")
print(f"Input glass: {glass_m * 1e3:.1f} mm, {glass_conductivity:.1f} W/(m K),",
      f"{glass_diffusivity * 1e6:.1f} mm^2/s")
print(f"Latent-heat temperature rise: {latent_rise:.1e} K")
print(f"Thermal lag across glass: {thermal_lag:.2f} K")
print(f"Mean sites in a {cell_side:.0f} nm square cell: {site_density * cell_side**2:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Limit 1-1/e: 0.63212
Random sites, d=1, largest error in X: 0.0031
Random sites, d=2, largest error in X: 0.0027
Random sites, d=3, largest error in X: 0.0019
X at peak; columns: E/(kB T) where theta=1 is 5 20 80 160
  n=0.5: 0.41568 0.56298 0.61397 0.62298
  n=1: 0.52615 0.59864 0.62315 0.62758
  n=2: 0.58131 0.61570 0.62766 0.62986
  n=3: 0.59885 0.62125 0.62915 0.63061
  n=4: 0.60740 0.62399 0.62990 0.63099
Largest |direct - peak equation| in X: 7.1e-08
Input activation energy: 2.90 eV
Input growth velocity at 430 K: 1.0 nm/s
Input site density: 1.0 per um^2
Input heating rate: 10.0 K/min; start: 300 K
Input film thickness: 30 nm
Film, n=1: T_peak 445.77 K, X_peak 0.62262
Film, n=2: T_peak 445.88 K, X_peak 0.62740
Film, n=3: T_peak 445.90 K, X_peak 0.62898
Film n=2, u=E/(kB T_peak): 75.48
Film n=2, q(u): 0.97450
Film n=2, extended fraction at peak: 0.98725
Film n=2, X_peak from leading correction: 0.62725
Film n=2, deficit 1-1/e-X_peak: 0.00472
Film n=2, upper bound of deficit: 0.00491
Kissinger peak temperature: 445.77 K
Temperature scale kB T_peak^2/E: 5.91 K
Growth velocity at peak: 16.23 nm/s
Rate constant k at peak: 0.02877 1/s
Free-growth radius at peak: 560.6 nm
Largest dX/dt: 0.02130 1/s
Input heat of fusion: 0.15 eV/atom; melting: 810 K
Input fall of activation energy: 0.020 eV/K
Input nucleation activation energy: 3.0 eV
With driving force: T_peak 445.98 K, X 0.62724, shift -0.00016
With falling E: T_peak 446.31 K, X 0.61910, shift -0.00830
With new nuclei: T_peak 445.26 K, X 0.64154, shift +0.01414
Share of theta omitted below start: 5.3e-17
Relative thickness correction h^2/(12 R^2): 2.4e-04
Input heat release: 0.05 eV/atom; 30 atoms/nm^3
Input glass: 1.0 mm, 1.0 W/(m K), 0.5 mm^2/s
Latent-heat temperature rise: 1.5e-04 K
Thermal lag across glass: 0.17 K
Mean sites in a 100 nm square cell: 0.010
ALL CHECKS PASSED
```
